# Divacancies and monovacancies in hot silicon: counting bond orientations

## Problem

A silicon crystal is held at $T=1300$ K. A fraction $c_1=10^{-9}$ of its lattice sites are isolated monovacancies, that is, vacant sites with four occupied nearest neighbours. Two vacancies on neighbouring sites form a divacancy, with binding free energy $G_b=1.6$ eV. Pairing and dissociation are in equilibrium with each other.

(a) Find the ratio $c_2/c_1$, where $c_2$ is the number of divacancies per lattice site.

(b) How does the answer change if $10^{-9}$ is instead the total fraction of vacant sites, paired or not?

(c) May larger clusters be left out?

The meaning of $G_b$ must be fixed first. Let $G_1$ be the free energy to create a monovacancy on one given site, and $G_2$ that to create a divacancy on one given bond. Then

$$G_b=2G_1-G_2 .$$

A positive $G_b$ means attraction. Vibrations, charge states and internal distortions are included in $G_1$ and $G_2$; the choice of site or bond is not.

## First estimate by scaling

A divacancy needs a second vacancy next to a first one. Without attraction, a given neighbouring site is vacant with a probability of order $c_1$. Attraction multiplies the weight of this arrangement by

$$K=\exp\left(\frac{G_b}{kT}\right).$$

Hence

$$\frac{c_2}{c_1}\sim c_1K .$$

With $kT=0.11203$ eV, the exponent is $1.6/0.11203=14.28$ and $K=1.595\times10^6$. The estimate is therefore

$$\frac{c_2}{c_1}\sim10^{-9}\times1.595\times10^6\approx0.0016 .$$

The argument gives the dependence on $c_1$, $G_b$ and $T$, but leaves open a numerical factor set by the lattice.

## Solution in the dilute limit

**Counting the bonds.** Each site of the diamond lattice has four nearest neighbours. Adding up the bonds of all $N$ sites gives $4N$, but each bond has then been counted once from either end. The number of bonds is

$$\frac{4N}{2}=2N .$$

They point along four axes of type $\langle111\rangle$, with $N/2$ bonds along each. Exchanging the two vacancies of a divacancy gives the same arrangement, so a divacancy has two placements per lattice site, not four.

**Statistical weights.** Let $\mu$ be the chemical potential of a vacancy. A monovacancy on a given site has the weight

$$z=\exp\left(\frac{\mu-G_1}{kT}\right).$$

A divacancy contains two vacancies, so its weight on a given bond is

$$\exp\left(\frac{2\mu-G_2}{kT}\right)
=\exp\left(\frac{2\mu-2G_1}{kT}\right)\exp\left(\frac{2G_1-G_2}{kT}\right)
=z^2K .$$

When defects are rare, the placements they deny each other can be neglected. Then $n_1$ monovacancies can be placed in $N^{n_1}/n_1!$ ways and $n_2$ divacancies in $(2N)^{n_2}/n_2!$ ways. The factorials appear because defects of one kind are interchangeable. The sum over all numbers of defects factorizes:

$$\Xi=\sum_{n_1}\frac{(Nz)^{n_1}}{n_1!}\sum_{n_2}\frac{(2Nz^2K)^{n_2}}{n_2!}
=\exp(Nz)\exp(2Nz^2K).$$

Each factor is the normalization of a Poisson distribution, whose mean is the quantity in the exponent. Thus $\langle n_1\rangle=Nz$ and $\langle n_2\rangle=2Nz^2K$. Division by $N$ gives

$$c_1=z,\qquad c_2=2z^2K=2c_1^2K ,$$

and so

$$\boxed{\frac{c_2}{c_1}=2c_1\exp\left(\frac{G_b}{kT}\right)}$$

Each defect blocks only a few sites for the others, so the relative error from neglecting this is a few times $c_1$.

**Answer to (a).** The numbers give

$$\frac{c_2}{c_1}=2\times10^{-9}\times1.595\times10^6=0.00319\approx0.003 .$$

The factor 2 was also tested without being put in. On a periodic diamond lattice of 64 sites, all configurations with up to three vacancies were summed with the weights above. The ratio of pairs to isolated vacancies agreed with $2c_1K$ to within one part in $10^6$.

**Answer to (b).** A divacancy contains two vacant sites. If singles and pairs share a fixed total fraction $c_t$, then

$$c_t=c_1+2c_2=c_1+4Kc_1^2 .$$

This is the quadratic equation $4Kc_1^2+c_1-c_t=0$. Its positive root is

$$c_1=\frac{\sqrt{1+16Kc_t}-1}{8K}.$$

For $c_t=10^{-9}$ it gives $c_1=9.937\times10^{-10}$ and $c_2/c_1=0.00317$. To see why the change is small, expand the root for $16Kc_t\ll1$, using $\sqrt{1+x}\approx1+x/2-x^2/8$:

$$c_1\approx\frac{8Kc_t-32K^2c_t^2}{8K}=c_t(1-4Kc_t).$$

Here $4Kc_t=0.0064$, so pairing lowers the isolated fraction, and with it the ratio, by about 0.6%.

In the opposite limit, $Kc_t\gg1$, the root becomes $c_1\approx\sqrt{c_t/(4K)}$. The ratio is then $2Kc_1\approx\sqrt{Kc_t}$, and nearly all vacancies are paired. This limit belongs to a model with singles and pairs alone; whether larger clusters permit it is part of the next question.

**Answer to (c).** Suppose that each bond between vacancies contributes the same $G_b$. A trivacancy is a middle site with two of its four neighbours vacant, which gives $4\times3/2=6$ placements per site. It has two such bonds, so

$$c_3=6c_1^3K^2,\qquad \frac{c_3}{c_1}=6(c_1K)^2=1.5\times10^{-5}.$$

Trivacancies are thus about 200 times rarer than divacancies. A closed ring of six vacancies gains six bonds and has two placements per site. Its ratio to monovacancies is $2c_1^5K^6=3.3\times10^{-8}$. These two kinds of cluster may be left out here. Counting all connected shapes with the same weights gives a ratio to monovacancies below $10^{-7}$ for every size from four to nine, with a minimum of about $9\times10^{-12}$ at eight.

For small open clusters the omission fails at higher vacancy content. Dividing the two cluster laws gives $c_3/c_2=3c_1K$. Half of the vacancies in singles and pairs are paired when $4Kc_1=1$, and there $c_3/c_2=3/4$. With additive bonds, trivacancies therefore matter before pairs can dominate.

Compact clusters need a separate argument, because their weight grows again with size even at $c_1=10^{-9}$. The ten sites around a tetrahedral interstitial position form a cage with twelve bonds and one placement per site, so its ratio to monovacancies is $c_1^9K^{12}=2.7\times10^{-7}$, above the six-ring. Each neighbouring cage attached to it adds four vacancies and six bonds, a factor $c_1^4K^6\approx16$. With all four attached, the cluster has 26 vacancies and 36 bonds, and its ratio $c_1^{25}K^{36}\approx0.02$ exceeds that of the divacancy. In full equilibrium of this bond model larger clusters therefore may not be left out; they can be ignored only as long as they have not had time to form through the rare sizes near eight vacancies. Inside a large void each vacancy has four bonds, each shared with a neighbour, and so gains $2G_b$. Apart from the cost of the void surface, each added vacancy multiplies the weight by $c_1K^2$. Here this is about 2500, far above one. In this bond model the crystal is supersaturated with respect to large voids, even though the small clusters evaluated above are rare. The calculated ratio therefore applies only while voids have not consumed the vacancies; how long that takes is not estimated here.

## Internal states and the meaning of the binding energy

Suppose that the quoted $G_b$ refers to one particular internal state of each defect. Let $Z_1$ and $Z_2$ be the sums of Boltzmann factors over all internal states of a single and a pair, measured from those reference states. The weights become $zZ_1$ and $z^2KZ_2$. Hence $c_1=zZ_1$, $c_2=2z^2KZ_2$, and elimination of $z$ gives

$$\frac{c_2}{c_1}=2c_1K\frac{Z_2}{Z_1^2}.$$

If both defects had three equivalent distortions, the factor would be $3/3^2=1/3$ and the ratio about 0.0011. As an illustration for charge, let each defect have one positive and one negative state, both 0.2 eV above the neutral one. Then $Z_1=Z_2=1+2\exp(-0.2/0.11203)=1.335$, and the factor is 0.75. Neither correction applies when $G_b$ already contains these states, as assumed in the problem. Likewise, if a quoted $G_b$ already contained the choice between the two bonds per lattice site, the factor 2 would have to be dropped.

## The numbers in a real silicon process

A temperature of 1300 K lies in the range of high-temperature silicon epitaxy and annealing. With $4.99\times10^{22}$ sites per cm³, from the room-temperature lattice parameter, the densities are about $5.0\times10^{13}$ cm⁻³ for monovacancies and $1.6\times10^{11}$ cm⁻³ for divacancies. Thermal expansion lowers both by roughly 1% and leaves the ratio unchanged. The vacancy fraction is an assigned value, and in the bond model it lies far above equilibrium with large voids. Rough band parameters give an intrinsic carrier density near $9\times10^{18}$ cm⁻³, so these vacancies hardly shift the Fermi level; doping of that order would, and $G_b$ could then change. Real crystals also contain impurities, such as oxygen, that can bind vacancies. If only a fraction $f$ of a fixed vacancy content stays free, the ratio falls by about the factor $f$.

Equilibrium between singles and pairs is plausible at this temperature. Either member of a pair can leave by three hops, six in all. With a rough attempt frequency of $10^{13}$ s⁻¹ and a rough migration barrier of 0.4 eV, the dissociation time is

$$\tau\approx\frac{1}{6\times10^{13}\ \mathrm{s^{-1}}}\exp\left(\frac{1.6+0.4}{0.11203}\right)\approx1\ \mathrm{\mu s}.$$

Immediate recapture lengthens this, but the margin to a process lasting seconds is about six powers of ten. The vacancy content itself is less well fixed. The same hop rate gives a diffusion coefficient near $10^{-4}$ cm² s⁻¹, so with these rough inputs vacancies can reach the surfaces of a wafer 0.7 mm thick in about 5 s; the time scales as $1/D$, and a diffusion coefficient of $2\times10^{-5}$ cm² s⁻¹ would make it about 25 s. The pairs then follow $c_1$ as it changes. On cooling, dissociation slows and further monovacancies can pair, so the ratio at 1300 K is not a prediction for the cold wafer. This matters for compensation. The divacancies present at 1300 K, if each trapped one carrier, would remove $1.6\times10^{11}$ carriers per cm³. If all monovacancies paired during cooling, the number would be about $2.5\times10^{13}$ cm⁻³.

## Comparison of estimate and solution

The scaling estimate, 0.0016, is half the dilute-limit result, 0.0032. Both have the same dependence on $c_1$ and $K$; the missing factor is the number of bonds per site. Counting four placements per site would instead have given 0.0064.

An error of 0.1 eV in the binding free energy would matter slightly more than this factor of 2: raising $G_b$ by 0.1 eV at fixed $c_1$ and $T$ multiplies the ratio by 2.4. Temperature acts through the same exponent: at fixed $c_1$ and $G_b$,

$$\frac{d}{dT}\ln\frac{c_2}{c_1}=-\frac{G_b}{kT^2}=-\frac{14.28}{1300\ \mathrm K}\approx-0.011\ \mathrm{K^{-1}},$$

or about 1% per kelvin. This treats $G_b$ as independent of temperature. With $G_b=H_b-TS_b$ the slope is $-H_b/kT^2$ instead; a binding entropy of $\pm2k$ would change it to $-0.0125$ or $-0.0094$ K⁻¹. The following values hold for constant $G_b$. The ratio is 0.00565 at 1250 K and 0.00188 at 1350 K.

The sign of this trend depends on what is held fixed. If the monovacancies were in equilibrium with a surface, with formation free energy $G_f$, then $c_1=\exp(-G_f/kT)$ and

$$\frac{c_2}{c_1}=2\exp\left(-\frac{G_f-G_b}{kT}\right).$$

For temperature-independent energies with $G_f>G_b$, this ratio rises with temperature. Heating dissociates pairs at a given vacancy fraction, but here it also supplies more vacancies, and the supply wins.

Most of these values are listed in the numerical output below.

## Calculated quantities

```
Temperature: 1300 K
Isolated monovacancy fraction c1: 1.0e-09 per site
Binding free energy Gb: 1.60 eV
Lattice sites in test cell: 64
Bonds in test cell: 128
Bond orientations: 4
Bonds per site: 2.0
Thermal energy kT: 0.11203 eV
Gb/kT: 14.282 (dimensionless)
K = exp(Gb/kT): 1.5952e+06 (dimensionless)
Divacancy fraction c2: 3.190e-12 per site
Ratio c2/c1, formula: 0.003190
Ratio c2/c1, configuration sum: 0.003190
Ratio if 1 placement per site: 0.00160
Ratio if 4 placements per site: 0.00638
Silicon site density: 4.994e+22 cm^-3
Monovacancy density: 4.994e+13 cm^-3
Divacancy density: 1.593e+11 cm^-3
Rough volume expansion from 300 K: 1.2 %
c1 for fixed total 1e-9: 9.9370e-10 per site
Ratio for fixed total 1e-9: 0.003170
Ratio factor for Gb + 0.1 eV: 2.442
Ratio at 1250 K, same c1 and Gb: 0.00565
Ratio at 1350 K, same c1 and Gb: 0.00188
Factor for threefold distortions: 0.333
Illustrative charge-level offset: 0.2 eV
Internal charge sum Z1 = Z2: 1.335
Factor for charge states: 0.749
Trivacancy/monovacancy ratio: 1.53e-05
Six-rings per site: 2.0
Six-ring/monovacancy ratio: 3.29e-08
Second-neighbour pairs per site: 6.0
Illustrative second-neighbour binding: 0.2 eV
Second-neighbour pair/monovacancy ratio: 3.58e-08
Void supersaturation c1*K^2: 2.54e+03
Rough band gap at 1300 K: 0.75 eV
Rough density-of-states mass: 1.1 m_e
Rough effective band density: 2.6e+20 cm^-3
Rough intrinsic carrier density: 9.2e+18 cm^-3
Rough attempt frequency: 1e+13 s^-1
Rough migration barrier: 0.4 eV
Exit hops from a divacancy: 6
Rough dissociation time: 0.9 microseconds
```
